# Transmission of a grain boundary that erases channel memory

## What symmetry fixes

Two metal grains meet at a flat boundary. At energy $E$, grain $i$ has $N_i$ channels per spin that carry electrons toward the boundary and equally many that carry them away. Scattering is elastic, and no electron is lost. Let $T_{12}$ be the probability that an electron arriving from grain 1 leaves into grain 2, averaged over the $N_1$ incident channels. $T_{21}$ is the reverse, and $R_{11}=1-T_{12}$, $R_{22}=1-T_{21}$ are the reflection probabilities.

Suppose that the boundary randomizes so thoroughly that the channel counts are the sole data on which $T_{12}$ can depend. Placing a second, identical piece of boundary beside the first doubles both counts but leaves the probability for one electron unchanged, provided edges and interference between the pieces are negligible. Hence $T_{12}$ depends on the ratio of the counts:

$$T_{12}=g(x),\qquad x=\frac{N_2}{N_1},\qquad T_{21}=g(1/x).$$

The second relation follows from exchanging the grain labels.

Complete randomization also means that an outgoing electron does not remember which side it came from. The chance of leaving into grain 2 is then the same for arrival from either grain:

$$T_{12}=R_{22}=1-T_{21}\quad\Longrightarrow\quad g(x)+g(1/x)=1. \tag{1}$$

At $x=1$ this gives $2g(1)=1$, so equal channel counts give one half. For unequal counts, (1) is not enough: both $x/(1+x)$ and $x^2/(1+x^2)$ satisfy it. The missing condition comes from equilibrium in the first derivation and from unitarity in the second.

## First derivation: detailed balance

**The flux in one channel.** Along a channel of length $L$ with wave number $k$, there are $L\,dk/2\pi$ states per spin in $dk$. Each, if occupied, delivers electrons to the boundary at the rate $v/L$, with $v=\hbar^{-1}dE/dk$. With occupation $f(E)$, the arrival rate is

$$\frac{L\,dk}{2\pi}\,\frac{v}{L}\,f=\frac{1}{2\pi\hbar}\frac{dE}{dk}\,dk\,f=\frac{f(E)\,dE}{h}.$$

The velocity has cancelled against the one-dimensional density of states. Fast and slow channels therefore deliver equal flux, and grain $i$ sends $N_i f\,dE/h$ electrons per unit time toward the boundary.

**Balance at each energy.** Let both grains have the same temperature and chemical potential $\mu$. Equilibrium allows no net current through the boundary:

$$\frac1h\int dE\,f(E)\left[N_1T_{12}-N_2T_{21}\right]=0 .$$

Take the zero-temperature limit, where $f$ is a step ending at $\mu$, and hold the scattering potential fixed while $\mu$ varies. The derivative with respect to $\mu$ is the bracket evaluated at $E=\mu$. It must vanish for every $\mu$, so

$$N_1T_{12}=N_2T_{21}. \tag{2}$$

**Solution.** Equation (1) gives $T_{21}=1-T_{12}$. Inserting this into (2),

$$N_1T_{12}=N_2-N_2T_{12},\qquad (N_1+N_2)\,T_{12}=N_2,$$

and therefore

$$\boxed{T_{12}=\frac{N_2}{N_1+N_2}},\qquad T_{21}=\frac{N_1}{N_1+N_2}. \tag{3}$$

In the notation of the opening, $g(x)=x/(1+x)$. If $N_2\gg N_1$, nearly every electron from grain 1 is transmitted, because most exits lie in grain 2. If $N_2\ll N_1$, then $T_{12}\approx N_2/N_1$. The conductance is symmetric in the two grains:

$$G=\frac{2e^2}{h}N_1T_{12}=\frac{2e^2}{h}\frac{N_1N_2}{N_1+N_2}.$$

Both steps are needed. Without (1), balance gives just an upper bound: since $T_{21}\le1$, equation (2) implies $T_{12}\le\min(1,N_2/N_1)$.

## Second derivation: unitarity

Let $S$ be the scattering matrix between channels normalized to unit flux. The probability of passing from incoming channel $a$ to outgoing channel $b$ is $P_{ba}=|S_{ba}|^2$. Write $N=N_1+N_2$. Conservation of particles means $S^\dagger S=1$. For a finite square matrix this implies $SS^\dagger=1$ as well. The diagonal elements of the two identities are

$$\sum_b P_{ba}=1,\qquad \sum_a P_{ba}=1. \tag{4}$$

The first says that each electron goes somewhere. The second says that if all incoming channels are filled equally, every outgoing channel is filled to the same level.

Now state randomization channel by channel: the outgoing distribution is independent of the incoming channel, so $P_{ba}=p_b$. The second sum in (4) has $N$ equal terms, which gives

$$Np_b=1,\qquad p_b=\frac1{N_1+N_2}.$$

Adding the probabilities of the $N_2$ exits in grain 2 reproduces (3). Equal sharing among exits did not have to be assumed; it follows from unitarity once the outgoing distribution has forgotten the input.

**The assumption can be met.** The matrix $S_{jk}=N^{-1/2}e^{2\pi i jk/N}$, with $j,k=0,\dots,N-1$, has $|S_{jk}|^2=1/N$ throughout. Its columns $k$ and $l$ have the inner product

$$\frac1N\sum_{j=0}^{N-1}e^{2\pi i j(l-k)/N}=\delta_{kl},$$

because for $l\ne k$ the geometric sum has numerator $1-e^{2\pi i(l-k)}=0$. The matrix is unitary. It is also symmetric, so it is compatible with time-reversal symmetry in a basis where that symmetry requires $S=S^T$.

**Balance follows too.** Let $Q$ be the sum of $P_{ba}$ over $a$ and $b$ both in grain 1. The first sum in (4), added over $a$ in grain 1, gives $N_1=Q+N_1T_{12}$. The second, added over $b$ in grain 1, gives $N_1=Q+N_2T_{21}$. Subtracting yields (2), with no appeal to equilibrium or time reversal.

**Random coherent matrices.** If $S$ is drawn uniformly from all unitary matrices, relabelling the incoming channels alone, or the outgoing channels alone, leaves the ensemble unchanged. All mean probabilities are therefore equal to $1/N$, and (3) holds for the mean. A numerical test with $N_1=3$, $N_2=5$ and 20,000 such matrices gave 0.6245, against $5/8=0.6250$.

Random symmetric matrices behave slightly differently. Let the ensemble be unchanged under $S\to V^TSV$ for any unitary $V$. Call the mean of $|S_{aa}|^2$ $d$ and that of $|S_{ab}|^2$, $a\neq b$, $p$. Choose $V$ to replace channels 1 and 2 by their normalized sum and difference. Since $S_{12}=S_{21}$, the new off-diagonal element is

$$S'_{12}=\tfrac12(S_{11}-S_{12}+S_{21}-S_{22})=\tfrac12(S_{11}-S_{22}).$$

The mean of $S_{11}S_{22}^*$ vanishes, because a phase change of channel 1 alone multiplies it by an arbitrary phase. Thus $p=(d+d)/4=d/2$. Conservation requires $d+(N-1)p=1$, hence $(N+1)p=1$ and

$$\langle T_{12}\rangle=N_2p=\frac{N_2}{N_1+N_2+1}. \tag{5}$$

Return into the incident channel is twice as likely as exit into any other given channel. This is coherent backscattering, and it retains a trace of the input. For three and five channels (5) gives 0.5556; the sampled mean was 0.5549. The correction disappears when $N\gg1$, which is also when the area argument of the opening applies.

## What each derivation assumes

The first derivation uses averages. It needs (1), loss of memory of the side, and it needs equilibrium balance. It says nothing about individual channels. The second needs the stronger statement $P_{ba}=p_b$ and returns a stronger result, the probability of every exit.

The difference matters when a transmission is interpreted. Take $N_1=N_2=2$, and let each channel of grain 1 be coupled to one partner in grain 2 by a half-transmitting barrier, with no coupling between the two pairs. Then $T_{12}=R_{22}=1/2$, so the first derivation applies. Yet an electron reaches two of the four exits and never the other two. A transmission of one half is therefore not evidence of complete randomization.

Nor does random direction suffice. Place a barrier between two random mixers, one in each grain, that never move electrons across the boundary. Let the barrier transmit three channel pairs with probability 0.9 and reflect the two unpaired channels of grain 2. The mixer on the exit side redistributes electrons within that side without changing their total. The mixer on the entrance side leaves the average over incident channels unchanged. Hence $T_{12}=0.9$, and balance gives $T_{21}=3(0.9)/5=0.54$. These add to 1.44, so (1) fails. The numerical test of this arrangement gave 0.9000, far from 0.625, although the transmitted electrons were spread evenly over the exits on average.

## Channel counts in a one-orbital fcc metal

For a large boundary of area $A$, the wave vectors $\mathbf k_\parallel$ along it have density $A/(2\pi)^2$. At fixed $\mathbf k_\parallel$, follow the band energy along the normal component $k_n$ through one reciprocal period. The energy returns to its starting value, so upward and downward crossings of $E_F$ are equally numerous, and half the crossings move toward the boundary. With $\int dk_n\,|\partial E/\partial k_n|\,\delta(E-E_F)$ counting the crossings, the channel density per spin is

$$n=\frac NA=\frac12\int\frac{d^3k}{(2\pi)^2}\left|\frac{\partial E}{\partial k_n}\right|\delta(E-E_F). \tag{6}$$

For a free-electron sphere there is one forward crossing for each $\mathbf k_\parallel$ in a disc of radius $k_F$, so $n=\pi k_F^2/(2\pi)^2=k_F^2/4\pi$ for every orientation.

The example is a half-filled fcc band with one orbital per atom, nearest-neighbour hopping 0.60 eV and lattice constant 0.36 nm. The lattice constant is close to copper's, but the shape of the Fermi surface is not: along [001] its radius is 0.91 of the free-electron value, whereas copper's is about 1.06. The model illustrates the counting; its dependence on orientation should not be read as copper's. Counting crossings for three boundary planes gives

$$n_{001}=12.08,\quad n_{110}=13.87,\quad n_{111}=14.49\ \mathrm{nm^{-2}}.$$

Halving the mesh moves these counts by up to 0.02 nm$^{-2}$, so the last digit is uncertain; on much finer meshes $n_{110}$ settles at 13.88. A separate evaluation of (6), with the delta function broadened, agrees within 0.1% for each plane. The sphere with the same electron density has $n=14.81\ \mathrm{nm^{-2}}$.

Let grain 1 present its (001) plane and grain 2 its (111) plane, the pair with the largest contrast of the three. Then

$$T_{12}=\frac{14.49}{12.08+14.49}=0.545,\qquad T_{21}=0.455.$$

Doubling the mesh in each direction moved $T_{12}$ by 0.0005. Both grains are the same crystal, with the same bulk density of states; the departure from one half comes from orientation, through the number of channels. Its size depends on the shape of the Fermi surface. With copper's measured radii the three counts lie within about 7% of each other, and this pair of planes gives $T_{12}$ of about 0.51. Two grains that both present (001) planes, twisted about the normal, have equal counts and give one half.

A boundary 20 nm on a side has 4833 and 5796 channels per spin. By (5), coherent backscattering then lowers $T_{12}$ by about $5\times10^{-5}$. Moving the energy by $2kT$ at 400 K, or 69 meV, in either direction changes it by $1$ to $2\times10^{-4}$, which is below the mesh shift.

## From transmission to resistance

Consider a row of grains separated by randomizing boundaries, with no scattering inside the grains and no interference between boundaries. Boundary $j$, between grains $j$ and $j+1$, emits into all its exits with one occupation $f_j$. Equal incoming and outgoing flux requires

$$(N_j+N_{j+1})f_j=N_jf_{j-1}+N_{j+1}f_{j+1},$$

which rearranges to

$$N_j(f_{j-1}-f_j)=N_{j+1}(f_j-f_{j+1}).$$

Each side is the net flux through one grain, so the grains act as resistors in series, with total resistance $(h/2e^2)\sum_j1/N_j$. For two grains the sum is $(N_1+N_2)/N_1N_2=1/(N_1T_{12})$, as (3) requires. In an alternating row, each further boundary brings one further grain, of type 1 or 2 in turn. The mean added resistance times area is

$$r=\frac{h}{2e^2}\,\frac12\left(\frac1{n_1}+\frac1{n_2}\right)
=\frac{12906}{2}\left(\frac1{12.08}+\frac1{14.49}\right)\approx979\ \Omega\,\mathrm{nm^2}, \tag{7}$$

or $9.8\times10^{-12}\ \Omega\,\mathrm{cm^2}$. With one boundary every 40 nm, the added resistivity is $979/40=24.5\ \Omega\,\mathrm{nm}$, or 2.4 µΩ cm. At 1 MA/cm² the drop per boundary is 10 µV, much smaller than $kT/e=34$ mV at 400 K, so the grains remain close to equilibrium with each other.

Scattering inside the grains adds to this. For a free-electron sphere with electron density $k_F^3/3\pi^2$ and mean free path $\ell$, the conductivity is

$$\sigma=\frac{k_F^3}{3\pi^2}\frac{e^2\ell}{\hbar k_F}=\frac{2e^2}{h}\,\frac{4n\ell}{3},$$

where $k_F^2=4\pi n$ was used. For a rough room-temperature value $\ell=40$ nm, $1/\sigma=1.63$ µΩ cm. A grain of length $D$ then has, by simple addition, a resistance $1+3D/4\ell$ in units of $h/2e^2N$, or 1.75 at $D=\ell$. Solving the transport equation for isotropic scattering in such a slab, with diffuse emission at its faces, gives 1.81. Simple addition is thus about 3% low in this spherical model.

Grain lengths of tens of nanometres and a bulk resistivity near 1.7 µΩ cm at room temperature are typical of copper interconnects, as rough values. Real boundaries need not erase the memory of the side: coherent twin boundaries in copper, for example, reflect weakly. To size the effect, take equal channel counts and boundaries with transmission $t$ and reflection $r'=1-t$, the same for every channel. Summing repeated reflections between boundaries $A$ and $B$ gives $T=t_At_B/(1-r'_Ar'_B)$, hence

$$\frac{1-T}{T}=\frac{r'_A+r'_B-2r'_Ar'_B}{t_At_B}=\frac{r'_A}{t_A}+\frac{r'_B}{t_B}.$$

Each boundary therefore adds resistance in proportion to $r'/t$. (If channels transmit unequally and stay separate from one boundary to the next, the mean of $t$ is not enough: the sum must be done channel by channel.) The ratio $r'/t$ is 1 for complete randomization and $0.3/0.7\approx0.43$ for an illustrative $r'=0.3$, which would reduce the boundary resistivity from 2.4 to about 1 µΩ cm at the same grain length. Equation (3) describes a boundary that erases the memory of the side. Disorder alone does not guarantee this: a thick, strongly disordered layer sends most electrons back to the side they came from. Where the memory survives, the transmission depends on the structure of the boundary and has to be computed from it. The numerical output below lists the results of the matrix tests and of the fcc example.

## Values computed for the example and the checks

```
Matrix test: N1 = 3, N2 = 5, samples = 20000
T12 from rule N2/(N1+N2): 0.6250
T12, random unitary mean: 0.6245
Largest deviation from uniform probability: 0.0020
T12, symmetric random mean: 0.5549
N2/(N1+N2+1): 0.5556
T12, direction lost but side kept: 0.9000
Row 3,5,3,5,3,5,3: resistance 1.9333 h/(2e^2)
Lattice constant: 0.36 nm; hopping: 0.60 eV
Fermi level above band bottom: 7.751 eV
Fermi level above L-point energy: 0.551 eV
Fermi level mesh shift: -1.11 meV
n(001), crossing count: 12.083 nm^-2
n(001), velocity integral: 12.075 nm^-2
n(001), mesh shift: -0.0066 nm^-2
n(110), crossing count: 13.872 nm^-2
n(110), velocity integral: 13.874 nm^-2
n(110), mesh shift: +0.0153 nm^-2
n(111), crossing count: 14.491 nm^-2
n(111), velocity integral: 14.482 nm^-2
n(111), mesh shift: +0.0181 nm^-2
Free-electron kF: 13.641 nm^-1; n: 14.808 nm^-2
Free plane waves counted on boundary: 5949
Free formula on same boundary: 5923.3
T(001->110): 0.5345; T(110->001): 0.4655
T(001->111): 0.5453; T(111->001): 0.4547
T(110->111): 0.5109; T(111->110): 0.4891
Main pair T12 mesh shift: +0.00045
Boundary edge: 20 nm; grain length: 40 nm
Channels per spin, 001 side: 4833
Channels per spin, 111 side: 5796
Resistance quantum h/(2e^2): 12906.4 ohm
Mean added r per boundary: 979.4 ohm nm^2
Mean added r per boundary: 9.794e-12 ohm cm^2
Boundary resistivity: 2.448 microohm cm
Free-electron bulk resistivity: 1.634 microohm cm
Upper bound on T12 if memory is kept: 1.0000
Coherent backscattering shift of T12: -5.13e-05
Temperature: 400 K; kT: 34.47 meV
T12 at EF-2kT, EF, EF+2kT: 0.5452, 0.5453, 0.5454
T12 minus free-electron value 1/2: +0.0453
Current density: 1 MA/cm^2
Voltage drop per boundary: 9.79 microvolt
Rough bulk mean free path: 40 nm
Grain resistance, slab equation: 1.8070 h/(2e^2 N)
Grain resistance, simple sum: 1.7500 h/(2e^2 N)
```
